# A Kampmann–Wagner Size-Class Scheme and Its Approach to LSW Coarsening

## Two sizes are enough to coarsen

Consider a supersaturated matrix holding equal numbers of spherical precipitates of two radii, $R_1>R_2$. The precipitates are pure solute, $c$ is the atomic fraction of solute in the matrix far from any particle, and all atomic volumes are equal. Diffusion is taken as quasi-steady, so around a particle $c(r)=c+(c_R-c)R/r$, where $c_R$ is the composition in equilibrium with its curved surface. Moving the interface by $dR$ requires solute $(1-c_R)\,dR$ per unit area, supplied by the flux $D\,\partial c/\partial r|_R=D(c-c_R)/R$. Hence

$$\frac{dR}{dt}=\frac{D}{R}\,\frac{c-c_R}{1-c_R},\qquad c_R=c_e\,e^{l/R}. \tag{1}$$

Here $c_e$ is the solubility at a flat interface and $l$ a capillary length; the exponential is derived below. Let $R^*$ be the radius for which $c_R=c$. When $l\ll R$, $c-c_R\approx c_el(1/R^*-1/R)$ and $1-c_R\approx1-c_e$. Multiplying (1) by $3R^2$ gives

$$\frac{d(R^3)}{dt}=3A\left(\frac{R}{R^*}-1\right),\qquad A=\frac{Dc_el}{1-c_e}. \tag{2}$$

If the matrix stores little excess solute, total precipitate volume is conserved. The two rates then sum to zero, so $R^*=(R_1+R_2)/2$ and

$$\frac{d(R_1^3)}{dt}=3A\,\frac{R_1-R_2}{R_1+R_2}=-\frac{d(R_2^3)}{dt}.$$

The large particles grow and the small ones vanish. This is coarsening, produced by the growth law and solute balance alone. The example also shows a failure mode: once the small class is gone, one size remains, $R=R^*$, and coarsening stops. A size-class code needs many populated classes for as long as its results are to be used.

The question is whether a code with nucleation, equation (1) and solute balance reaches the Lifshitz–Slyozov–Wagner (LSW) rate $d\langle R\rangle^3/dt=\tfrac49A$. Within this noise-free mean-field model the $t^{1/3}$ law follows from scaling, but the factor $\tfrac49$ depends on how nucleation starts.

## Nucleation from the same capillarity

For a dilute ideal solute, transferring one atom to the precipitate releases $kT\ln(c/c_e)$. With interface energy $\gamma$ and atomic volume $v$, the work of forming a sphere is

$$W=4\pi R^2\gamma-\frac{4\pi R^3}{3v}kT\ln\frac{c}{c_e}.$$

Setting $dW/dR=0$ gives

$$R^*=\frac{l}{\ln(c/c_e)},\qquad l=\frac{2\gamma v}{kT}.$$

A particle at this radius is in unstable equilibrium with the matrix. Solving for $c$ yields $c_R=c_ee^{l/R}$, so nucleation and growth share one critical radius. Eliminating the logarithm,

$$W=4\pi\gamma\left(R^2-\frac{2R^3}{3R^*}\right),\qquad W^*=\frac{4\pi}{3}\gamma R^{*2},\qquad W''(R^*)=-8\pi\gamma.$$

Let $m=4\pi R^3/3v$ be the number of atoms in a cluster, $f(m)$ the cluster density and $f_{eq}=v^{-1}e^{-W/kT}$ its equilibrium value, with one site per atom. A steady flux over the barrier obeys $J=-\beta f_{eq}\,d(f/f_{eq})/dm$, where $\beta$ is the attachment rate. Since $f/f_{eq}$ falls from 1 to 0 across the barrier, $J\int dm/(\beta f_{eq})=1$. The integral is dominated by the top. There $W'=0$, so

$$\frac{d^2W}{dm^2}=\frac{W''(R^*)}{(dm/dR)^2}=-\frac{8\pi\gamma v^2}{16\pi^2R^{*4}}=-\frac{\gamma v^2}{2\pi R^{*4}}.$$

The Gaussian integral gives the steady rate

$$J_s=\frac{Z\beta}{v}e^{-W^*/kT},\qquad Z=\sqrt{\frac{-d^2W/dm^2}{2\pi kT}}=\frac{v}{2\pi R^{*2}}\sqrt{\frac{\gamma}{kT}}.$$

For $\beta$ we count surface sites $4\pi R^{*2}/a^2$, occupation $c$ and jump rate $D/a^2$, with $a=v^{1/3}$: $\beta=4\pi R^{*2}Dc/a^4$. This is a model estimate.

The barrier top is about $1/Z$ atoms wide. A random walk with rate $\beta$ crosses it in $\tau=1/(2\beta Z^2)$, up to a convention-dependent factor. Incubation is modelled by $J=J_se^{-\tau/t}$, with $\tau$ fixed at its initial value.

A nucleus placed at $R^*$ would not grow. It is inserted at $R^*+\delta$, with $4\pi\gamma\delta^2=kT$, so $\delta=\tfrac12\sqrt{kT/\pi\gamma}$. This lies $kT$ below the top to quadratic order; the cubic term multiplies the drop by $1+2\delta/(3R^*)$.

## Moving classes and one quadratic

Each nucleation step creates a class with number density $n_i$ and common radius $R_i$. The radius moves and $n_i$ stays fixed until the class dissolves. We advance $u_i=R_i^3$, whose rate stays finite in the linearized law (2) as $R\to0$, whereas $dR/dt$ diverges. With coefficients from the start of the step and the unknown new composition $c'$,

$$u_i'=u_i+g_i(c'-c_{R_i}),\qquad g_i=\frac{3D\,\Delta t\,R_i}{1-c_{R_i}}.$$

The new precipitate fraction is linear in $c'$:

$$\phi'=P+Qc',\qquad P=\frac{4\pi}{3}\sum_in_i(u_i-g_ic_{R_i}),\qquad Q=\frac{4\pi}{3}\sum_in_ig_i.$$

Solute balance $c_0=c'(1-\phi')+\phi'=c'+(1-c')(P+Qc')$ becomes

$$Qc'^2-Bc'+(c_0-P)=0,\qquad B=1+Q-P. \tag{3}$$

At $c'=0$ the left side is $c_0-P$, positive when $P<c_0$. At $c'=1$ it is $c_0-1<0$. Exactly one root therefore lies between 0 and 1. It is the smaller root, written without cancellation as

$$c'=\frac{2(c_0-P)}{B+\sqrt{B^2-4Q(c_0-P)}}.$$

For $Q\to0$ it reduces to $(c_0-P)/(1-P)$, as it must with no exchange.

```
t = t0; no classes
while t < t_end:
    dt = eps * t / (1 + tau/t)
    compute c_R, g, P, Q from the current R
    c = smaller root of the balance quadratic
    u = R^3 + g * (c - c_R)
    delete classes with u <= R_remove^3;  R = u^(1/3)
    if ln(c/c_e) > 0.05:
        born = J_s(c) * exp(-tau/(t + dt/2)) * dt
        if born > 1e-10 * sum(n):
            append class (R*(c) + delta, born)
    t = t + dt
```

A deleted class counts as zero volume at the next balance solve, and the volume of new nuclei is charged then too. Late in the run, a step carries $R^3$ below zero before the class is deleted. The matrix has then been credited with too much solute, and the next solve takes the excess back. The resulting mismatch within a step is a splitting error, not an accumulating loss.

**Cost.** The number of steps is
$$\frac1\varepsilon\int_{t_0}^{t_{end}}\left(1+\frac{\tau}{t}\right)\frac{dt}{t}=\frac1\varepsilon\left[\ln\frac{t_{end}}{t_0}+\frac{\tau}{t_0}-\frac{\tau}{t_{end}}\right].$$
Each step costs a few vector operations over the surviving classes. For $t_0=0.05\tau$, $\tau=0.0597$ s, $t_{end}=10^7$ s and $\varepsilon=0.004$, this gives $(21.9+20)/0.004\approx10^4$ steps.

**Stability.** At fixed radii and in the dilute limit, (1) makes $c$ relax at the rate $4\pi DN\langle R\rangle$, where $N=\sum n_i$. At the end of the example below this is $4\pi(100)(2.49\times10^{-9})(137)\approx4.3\times10^{-4}$ s$^{-1}$, while $\Delta t=4\times10^4$ s. Their product is 17; explicit Euler stepping of $c$ would require less than 2. The implicit solve removes this restriction. The radii in $g_i$ and $c_{R_i}$ remain explicit, so the scheme is first order and $\varepsilon$ must stay small.

## What late-time scaling permits

Let $N$ be the total number density. Summing (2) gives $d\phi/dt=4\pi NA(\langle R\rangle/R^*-1)$. Late in the process the matrix excess $c_el/R^*$ is small compared with $\phi$, so the left side becomes negligible and $\langle R\rangle=R^*$.

Seek a distribution of fixed shape in $z=R/R^*$, with $R^{*3}=\kappa At$. Then $dR^*/dt=\kappa A/(3R^{*2})$, and (2) gives $dR/dt=A(z-1)/(R^{*2}z^2)$. Therefore

$$\frac{dz}{d\ln R^*}=\frac{dR/dt}{dR^*/dt}-z=w(z),\qquad w=\nu\frac{z-1}{z^2}-z,\qquad \nu=\frac3\kappa.$$

Let $S(z)$ be the fraction of particles larger than $z$. Conserved volume and fixed shape imply $N\propto R^{*-3}$. Trajectories do not cross, so $NS$ is constant along each one: $-3+wS'/S=0$. With $S(0)=1$,

$$S(z)=\exp\left(3\int_0^z\frac{dz'}{w(z')}\right).$$

Roots of $w$ satisfy $\nu=z^3/(z-1)$. For $z>1$ this function has its minimum where $3(z-1)=z$, at $z=3/2$, with value $27/4$. There are three cases.

- If $\nu<27/4$, there is no positive root and $w\approx-z$ at large $z$. Then $S\propto z^{-3}$, and the volume integral $3\int z^2S\,dz$ diverges logarithmically. Finite volume excludes this case.
- If $\nu=27/4$, the root is double, the largest scaled radius is $3/2$, and $\kappa=4/9$. This is the LSW solution.
- If $\nu>27/4$, the distribution ends at the smaller root $z_m$, and $\kappa<4/9$.

In the third case $w\approx w'(z_m)(z-z_m)$ near the end, so $S\propto(z_m-z)^{3/w'}$. The number density, its derivative, vanishes with power $p=3/w'-1$. Differentiating $w$ and inserting $\nu=z_m^3/(z_m-1)$,

$$w'(z_m)=\nu\frac{2-z_m}{z_m^3}-1=\frac{2-z_m}{z_m-1}-1=\frac{3-2z_m}{z_m-1}=\frac{3}{p+1}.$$

Cross-multiplication gives $(3-2z_m)(p+1)=3(z_m-1)$, hence

$$z_m=\frac{3(p+2)}{2p+5},\qquad z_m-1=\frac{p+1}{2p+5}.$$

Since $\kappa=3/\nu=3(z_m-1)/z_m^3$,

$$\kappa_p=\frac{(p+1)(2p+5)^2}{9(p+2)^3}=\frac49-\frac{1}{3(p+2)^2}-\frac{1}{9(p+2)^3}. \tag{4}$$

The second form follows by setting $q=p+2$, for which $(q-1)(2q+1)^2=4q^3-3q-1$.

The flow cannot change $p$: close to the largest particle, separations are all stretched by a common factor, which preserves a power law. If a population with tail power $p$ becomes self-similar, its coefficient must therefore be $\kappa_p$. This argument does not prove convergence; the simulations test it for $p=0$ and $p=1$.

## How nucleation sets the tail

The first nuclei form while $c$ is still close to $c_0$. Nuclei born at small times $s$ follow the same trajectory, shifted by $s$. Later growth maps these radii smoothly, so for $s\to0$ the distance $x$ below the largest radius is proportional to $s$, and the density close to the top copies $J(s)$.

- A steady rate switched on abruptly leaves a finite density at the top: $p=0$, $z_m=6/5$, $\kappa=25/72\approx0.347$.
- A rate proportional to time gives $p=1$ and $\kappa=98/243\approx0.403$.
- Incubation gives a density $\propto e^{-b/x}$ with constant $b>0$, which vanishes faster than any power.

A finite $p$ thus rules out the LSW coefficient in this noise-free model. Incubation removes that obstacle, though this alone does not prove convergence to LSW.

The approach should be slow. For $s\ll\tau$, the number born before $s$ is proportional to $(s^2/\tau)e^{-\tau/s}$. Equating its fraction of the total to the surviving fraction, which falls as $R^{*-3}$, gives $\tau/s+2\ln(\tau/s)\approx3\ln R^*+\text{const}$, hence $\tau/s\sim3\ln R^*$ to leading logarithmic order. The local tail power $d\ln J/d\ln s=\tau/s$ then grows logarithmically. If (4) held with this drifting power, the deficit in $\kappa$ would shrink as $1/\ln^2R^*$. That last step is a conjecture.

## A worked alloy

The round model parameters are $T=600$ K, $\gamma=0.15$ J/m², $v=0.016$ nm³, $D=100$ nm²/s, $c_e=0.01$ and $c_0=0.04$. They give $l=0.579$ nm and

$$A=\frac{100\times0.01\times0.5794}{0.99}=0.585\ \text{nm}^3/\text{s},\qquad R^*=\frac{0.5794}{\ln4}=0.418\ \text{nm}.$$

The critical nucleus has about 19 atoms, where a sharp interface with constant $\gamma$ is itself a strong idealization. The barrier is $13.25\,kT$. With $Z=0.0620$ and $\beta=2178$ s$^{-1}$, $\tau=1/(2\times2178\times0.0620^2)=0.060$ s.

Number density peaks at $1.54\times10^{-3}$ nm$^{-3}$ after 0.75 s, with mean radius 1.33 nm. By $10^7$ s it has fallen to $2.49\times10^{-9}$ nm$^{-3}$ and the mean radius is 137 nm. A straight-line fit of $\langle R\rangle^3$ over the last decade gives $\kappa=0.439$. In physical units,

$$K=0.4394\times0.5853=0.257\ \text{nm}^3/\text{s},$$

against the LSW value $0.260$ nm³/s, a deficit of 1.1%.

The sequence by decade needs care. The fitted $\kappa$ falls from 0.508 in the decade ending at $10^2$ s to 0.440 at $10^5$ s, then stays near 0.439. One contribution to the early excess follows from the next order of the exponential,

$$c-c_R\approx c_el\left(\frac1{R^*}-\frac1R\right)\left[1+\frac l2\left(\frac1{R^*}+\frac1R\right)\right],$$

which raises the rates by a relative amount of order $l/R^*$. This is 0.18 at 3.19 nm and 0.004 at the end. The size distribution is also still changing in these decades, which affects $\kappa$ too; the two effects were not separated, so the early values do not measure the approach to LSW.

The last decades do not visibly climb towards 0.444. Doubling $\varepsilon$ lowers the final $\kappa$ to 0.437, a change of 0.5%, so discretization error is comparable with the remaining gap. The run supports the LSW rate to about 1%; it does not resolve the final logarithmic approach. The size distribution is also close to the LSW form: the cumulative fractions differ by at most 0.005.

The contrasting startups give $\kappa=0.347$ for abrupt nucleation and 0.404 for the linear ramp, each within about 0.2% of (4). Since doubling $\varepsilon$ shifts the main run by 0.5%, this supports (4) to about 1%, not to 0.2%. The abrupt run coarsens as $t^{1/3}$ but 22% below the LSW coefficient, and its cumulative distribution differs from LSW by 0.17. With capillarity removed from the growth law alone, number density stays at its peak up to $10^4$ s; with it, only 0.16% of the peak remains.

## Failure modes

**Poor tail resolution.** Late survivors come from the earliest nuclei. With the step rule above, once several hundred classes exist, each new early class holds a fraction of about $\varepsilon$ of all particles born so far. Uniform time steps would leave the first classes coarse relative to that small population.

**Reading a slope from two points.** Deleting a class raises $\langle R\rangle$ abruptly. The endpoints of the last decade give

$$\frac{136.85^3-63.72^3}{9\times10^6\times0.5853}=0.437,$$

while the fit over the decade gives 0.439. Relative widths of single snapshots are also sensitive: a class holding a fraction $f$ of the particles near $z=0$ adds about $f$ to the variance of $z$. This may explain why the final width is 0.219 rather than the LSW value 0.215.

**Fixed bins.** First-order upwind transport at speed $V>0$ on bins of width $h$ replaces $\partial_R(Vn)$ by $\partial_R(Vn)-\tfrac h2\partial_R^2(Vn)$ to leading order. The extra diffusion populates sizes beyond the true largest particle, and so alters the tail that selects $\kappa$. Its effect on the rate was not computed here.

**Fast early growth.** For a sphere growing from zero radius, put $R=2\lambda\sqrt{Dt}$ and $\eta=r/(2\sqrt{Dt})$. The diffusion equation becomes $c''+(2/\eta+2\eta)c'=0$, so $c'\propto e^{-\eta^2}/\eta^2$. Interface balance then gives

$$\frac{c_0-c_e}{1-c_e}=2\lambda^3e^{\lambda^2}\int_\lambda^\infty\frac{e^{-s^2}}{s^2}\,ds.$$

For small $\lambda$ the integral is $1/\lambda$, which recovers quasi-steady growth. At $c_0$ the full solution gives a radius 13% larger; at a supersaturation of $10^{-4}$ the difference is 0.6%. The approximation therefore affects the nucleation stage far more than late coarsening.

**Physics left out.** Elastic stress, coalescence, overlapping diffusion fields and fluctuations in growth are absent. The last omission bears directly on the tail. The particles surviving at $10^7$ s were born within the first 7 ms with incubation, 0.6 ms with the ramp and 0.2 μs with the abrupt start. By (1) an inserted nucleus gains about 270 atoms per second, so these survivors began at most about two atoms apart, and far less than one atom apart in the abrupt run. Random attachment and detachment with the same mean drift spread the time to grow from 30 to 600 atoms by about 0.05 s, longer than all three windows. In an alloy with these parameters the upper tail would therefore be shaped by fluctuations rather than copied from $J(s)$. The three startups test (4) as a property of the deterministic equations, not as a rule for real heat treatments. The coefficient $\tfrac49$ belongs to the limit of vanishing precipitate fraction. The computed fraction of 3% enters the solute balance but not the diffusion field around each particle, so agreement with LSW here checks the scheme, not the rate of a real alloy. The numerical output follows.

## Calculated quantities

```
temperature 600 K, interface energy 0.15 J/m^2
atomic volume 0.016 nm^3, diffusivity 100 nm^2/s
solubility ce 0.010, alloy composition c0 0.040 (atomic fractions)
capillary length l 0.5794 nm, rate unit A 0.5853 nm^3/s
initial critical radius 0.4180 nm, atoms in nucleus 19.1
initial barrier 13.25 kT, Zeldovich factor 0.0620
attachment rate 2178 1/s, incubation time 0.0597 s
initial steady nucleation rate 1.485e-02 1/(nm^3 s)
nucleus radius offset 0.0663 nm, energy drop 1.106 kT
exact/quasi-steady radius at c0 1.126
exact/quasi-steady radius at supersaturation 1e-4 1.0063
class solver vs ODE, largest relative error 8.4e-06
largest solute-balance splitting error 9.2e-06 (atomic fraction)
peak number density 1.538e-03 1/nm^3 at 0.753 s
mean radius at the peak 1.334 nm
incubation run: t [s], N [1/nm^3], <R> [nm], phi, kappa of last decade
  1e2  1.882e-04  3.19  0.02833  0.5081
  1e3  2.281e-05  6.51  0.02939  0.4602
  1e4  2.419e-06  13.81  0.02988  0.4447
  1e5  2.467e-07  29.57  0.03011  0.4401
  1e6  2.480e-08  63.72  0.03021  0.4392
  1e7  2.488e-09  136.85  0.03026  0.4394
LSW kappa 0.4444, simulated/LSW 0.9887
LSW slope 0.2601 nm^3/s, simulated slope 0.2572 nm^3/s
kappa with doubled time step 0.4371
late critical radius / mean radius 1.0000
final l/<R> 0.00423, surviving classes 3134
relative width: simulated 0.2186, LSW 0.2151
largest cumulative difference from LSW 0.0046
abrupt start: kappa 0.3466, predicted p=0 0.3472
linear ramp: kappa 0.4041, predicted p=1 0.4033
abrupt width 0.1854, predicted 0.1843
ramp width 0.1976, predicted 0.2021
abrupt: cumulative difference from p=0 0.0056, LSW 0.1688
ramp: cumulative difference from p=1 0.0050
kappa_p for p=5, 10, 20: 0.4373 0.4421 0.4437
N(1e4 s)/N(peak): capillarity on 1.57e-03, off 1.000000
```
